# Why Copper's Resistivity Coefficient Exceeds 1/T at Room Temperature: a program that tests the result

```python
"""Bloch-Gruneisen resistivity: why alpha = (1/rho) d(rho)/dT exceeds 1/T.

Result under test: the tangent to rho(T) at temperature T crosses zero at
    T0 = T - 1/alpha = Theta^2/(9 T) * [1 - 47 Theta^2/(360 T^2) + ...] > 0.
Theta: effective Debye temperature (K); x: phonon energy / (k_B T);
y: phonon wave number / Debye wave number; N: Planck occupation.
Each phonon mode gives its classical resistivity times
    g(x) = [(x/2)/sinh(x/2)]^2, with mode weight y^3 dy.
Copper parameters below are rough typical values.
"""
import numpy as np
import sympy as sp
from scipy.constants import k as k_B, e as e_charge
from scipy.integrate import quad
from scipy.special import expit


def bloch_weight(x):
    return (0.5 * x / np.sinh(0.5 * x)) ** 2


def static_weight(x):
    """Full mean-square displacement, including zero-point motion."""
    return 0.5 * x / np.tanh(0.5 * x)


def planck_weight(x):
    """Planck occupation alone, relative to its classical value."""
    return x / np.expm1(x)


def resistivity(T, theta, power=3, weight=bloch_weight):
    """Resistivity divided by its classical slope; tends to T when T is high."""
    value = quad(lambda y: y**power * weight(y * theta / T), 0, 1,
                 epsabs=1e-14, epsrel=1e-11, limit=200)[0]
    return (power + 1) * T * value


def coefficient(rho, T):
    """Local temperature coefficient from a central difference."""
    h = 1e-3 * T
    return (rho(T + h) - rho(T - h)) / (2 * h * rho(T))


def tangent_zero(rho, T):
    return T - 1 / coefficient(rho, T)


# Rough copper parameters
theta = 320.0              # K
T_room = 300.0             # K
T_hot = 380.0              # K
rho_room = 1.7             # microohm cm, phonon part at T_room
rho_boundary = 1.0         # microohm cm, temperature-independent part
expansion = 5e-5           # 1/K, volume expansion coefficient
gruneisen = 2.0            # -d ln(Theta)/d ln(volume)
fermi_energy = 7.0         # eV


def copper(T):
    return resistivity(T, theta)


# Test: Fermi blocking plus emission and absorption in a drifting electron sea
for x in (0.5, 1.07, 3.0):
    shift = 1e-3
    x_moving = x - shift
    N = 1 / np.expm1(x)
    emit = quad(lambda u: expit(-u) * expit(u - x_moving), -45, 45,
                epsabs=1e-12, epsrel=1e-11, limit=300)[0]
    absorb = quad(lambda u: expit(-u) * expit(u + x_moving), -45, 45,
                  epsabs=1e-12, epsrel=1e-11, limit=300)[0]
    net_rate = ((N + 1) * emit - N * absorb) / shift
    # The finite drift leaves a relative error of order shift/x.
    assert abs(net_rate / (x * N * (N + 1)) - 1) < 5e-3

# Test: phase space for a transition on the Fermi sphere falls as 1/q
rng = np.random.default_rng(7)
half_box, window, samples = 1.05, 0.05, 4_000_000
k_points = rng.uniform(-half_box, half_box, (samples, 3))
on_shell = k_points[np.abs((k_points**2).sum(axis=1) - 1) < window]
for q in (0.4, 0.8, 1.2):
    shifted = on_shell + q * np.array([0.36, 0.48, 0.8])
    hits = np.count_nonzero(np.abs((shifted**2).sum(axis=1) - 1) < window)
    measured = hits * (2 * half_box) ** 3 / samples / (2 * window) ** 2
    # Several thousand hits: sampling error is one to two percent.
    assert abs(measured / (np.pi / (2 * q)) - 1) < 0.06
del k_points, on_shell

# Test: drag force summed over a three-dimensional phonon grid
cells = 100
axis = (np.arange(cells) + 0.5) * 2 / cells - 1
qx, qy, qz = np.meshgrid(axis, axis, axis, indexing="ij")
q_size = np.sqrt(qx**2 + qy**2 + qz**2)
inside = q_size < 1
qx, q_size = qx[inside], q_size[inside]


def drag_force(t):
    """Force at small drift; t = T/Theta and phonon energy equals q_size."""
    drift = 1e-3
    moving = q_size - drift * qx
    excess = 1 / np.expm1(moving / t) - 1 / np.expm1(q_size / t)
    return np.sum(qx * moving * excess)


for t in (0.1, 0.3):
    force_ratio = drag_force(t) / drag_force(1.0)
    formula_ratio = resistivity(t, 1.0) / resistivity(1.0, 1.0)
    # The cubic grid resolves the sphere surface to below one percent.
    assert abs(force_ratio / formula_ratio - 1) < 0.01

# Test: x^5 integral form equals the mode-weight form
u_room = theta / T_room
x5_integral = quad(lambda x: x**5 / (np.expm1(x) * -np.expm1(-x)),
                   0, u_room, epsabs=1e-13)[0]
assert abs(4 * theta * u_room**-5 * x5_integral / copper(T_room) - 1) < 1e-8

# Test: high-temperature expansion by symbolic algebra
xs, us, ys = sp.symbols("x u y", positive=True)
sinh_ratio = sum((xs / 2) ** (2 * n) / sp.factorial(2 * n + 1)
                 for n in range(5))
g_series = sp.series(1 / sinh_ratio**2, xs, 0, 6).removeO()
F = sp.expand(sp.integrate(sp.expand(4 * ys**3 * g_series.subs(xs, ys * us)),
                           (ys, 0, 1)))
assert sp.expand(F - (1 - us**2 / 18 + us**4 / 480)) == 0
alpha_T = 1 - us * sp.diff(F, us) / F
zero_series = sp.series(sp.together(1 - 1 / alpha_T), us, 0, 6).removeO()
derived = us**2 / 9 - sp.Rational(47, 3240) * us**4
assert sp.expand(zero_series - derived) == 0


def resummed_zero(T, theta_value):
    return 40 * theta_value**2 * T / (360 * T**2 + 47 * theta_value**2)


for T in (200.0, 300.0, 400.0, 600.0):
    assert abs(resummed_zero(T, theta) / tangent_zero(copper, T) - 1) < 0.01

# Test: inequality at all sampled temperatures, also for other phonon weights
for power in (1, 3, 8):
    for T in (8.0, 20.0, 60.0, 150.0, 300.0, 1000.0):
        trial = coefficient(lambda z: resistivity(z, theta, power), T)
        assert trial * T > 1

# Test: low-temperature limit and general high-temperature mean-square rule
T_low = theta / 50
assert abs(tangent_zero(copper, T_low) / T_low - 0.8) < 1e-4
for power in (1, 3):
    T_high = 10 * theta
    found = tangent_zero(lambda z: resistivity(z, theta, power), T_high)
    mean_square = theta**2 * (power + 1) / (power + 3)
    assert abs(found / (mean_square / (6 * T_high)) - 1) < 5e-3

# Main example
alpha = coefficient(copper, T_room)
T0 = tangent_zero(copper, T_room)
T0_leading = theta**2 / (9 * T_room)
scale = rho_room / copper(T_room)
slope = alpha * rho_room
deficit = 1 - copper(T_room) / T_room
slope_excess = alpha * copper(T_room) - 1
rho_at_zero = scale * copper(T0)
assert rho_at_zero > 0

# Contrasting thermal factors
T0_static = tangent_zero(
    lambda z: resistivity(z, theta, weight=static_weight), T_room)
T0_planck = tangent_zero(
    lambda z: resistivity(z, theta, weight=planck_weight), T_room)
assert T0_static < 0 < T0 < T0_planck


# Thermal expansion: Theta falls on heating and the classical slope is Theta^-2
def expanding_copper(T):
    theta_T = theta * np.exp(-gruneisen * expansion * (T - T_room))
    return (theta / theta_T) ** 2 * resistivity(T, theta_T)


expansion_term = expansion * gruneisen * (1 + alpha * T_room)
alpha_expanding = coefficient(expanding_copper, T_room)
assert abs((alpha_expanding - alpha) / expansion_term - 1) < 1e-3
T0_expanding = T_room - 1 / alpha_expanding

# Constant boundary resistivity and the threshold that hides the effect
threshold = rho_room * T0 / (T_room - T0)
for factor, sign in ((0.9, 1), (1.1, -1)):
    trial = coefficient(lambda z: scale * copper(z) + factor * threshold,
                        T_room)
    assert sign * (trial * T_room - 1) > 0
alpha_line = coefficient(lambda z: scale * copper(z) + rho_boundary, T_room)
assert alpha_line < 1 / T_room

# Other neglected effects
theta_other = 340.0
T0_other = tangent_zero(lambda z: resistivity(z, theta_other), T_room)
T0_soft = tangent_zero(lambda z: resistivity(z, theta, power=1), T_room)
thermal_energy = k_B * T_room / e_charge
debye_energy = k_B * theta / e_charge

print(f"Effective Debye temperature (rough): {theta:.0f} K")
print(f"Debye phonon energy: {1e3 * debye_energy:.1f} meV")
print(f"Tangent temperature: {T_room:.0f} K")
print(f"Thermal energy there: {1e3 * thermal_energy:.1f} meV")
print(f"Phonon resistivity there (rough): {rho_room:.2f} microohm cm")
print(f"Thermal factor g at the Debye energy: {bloch_weight(u_room):.4f}")
print(f"Resistivity deficit below classical line: {100 * deficit:.2f} %")
print(f"Slope excess above classical slope: {100 * slope_excess:.2f} %")
print(f"Classical coefficient 1/T: {1e3 / T_room:.3f} 1e-3/K")
print(f"Bloch-Gruneisen coefficient: {1e3 * alpha:.3f} 1e-3/K")
print(f"Product alpha*T: {alpha * T_room:.4f}")
print(f"Slope of resistivity: {1e3 * slope:.3f} 1e-3 microohm cm/K")
print(f"Tangent zero, leading term: {T0_leading:.2f} K")
print(f"Tangent zero, resummed: {resummed_zero(T_room, theta):.2f} K")
print(f"Tangent zero, full model: {T0:.2f} K")
print(f"Model resistivity at that zero: {rho_at_zero:.5f} microohm cm")
for T in (20.0, 100.0, 200.0, 400.0, 600.0):
    print(f"Tangent zero for tangent at {T:.0f} K: "
          f"{tangent_zero(copper, T):.2f} K")
print(f"Tangent zero, static factor with zero-point: {T0_static:.1f} K")
print(f"Tangent zero, Planck occupation alone: {T0_planck:.1f} K")
print(f"Hot operating temperature: {T_hot:.0f} K")
print(f"Resistivity ratio hot/room, classical: {T_hot / T_room:.4f}")
print(f"Resistivity ratio hot/room, tangent: "
      f"{(T_hot - T0) / (T_room - T0):.4f}")
print(f"Resistivity ratio hot/room, full model: "
      f"{copper(T_hot) / copper(T_room):.4f}")
print(f"Volume expansion coefficient (rough): {1e5 * expansion:.1f} 1e-5/K")
print(f"Gruneisen parameter (rough): {gruneisen:.1f}")
print(f"Expansion term in coefficient: {1e3 * expansion_term:.3f} 1e-3/K")
print(f"Coefficient with expansion: {1e3 * alpha_expanding:.3f} 1e-3/K")
print(f"Tangent zero with expansion: {T0_expanding:.1f} K")
print(f"Alternative Debye temperature (rough): {theta_other:.0f} K")
print(f"Tangent zero with that Debye temperature: {T0_other:.1f} K")
print(f"Tangent zero with softer phonon weight y dy: {T0_soft:.1f} K")
print(f"Fermi energy (rough): {fermi_energy:.1f} eV")
print(f"Degeneracy correction scale (kT/E_F)^2: "
      f"{(thermal_energy / fermi_energy)**2:.1e}")
print(f"Threshold constant resistivity: {threshold:.3f} microohm cm")
print(f"Narrow-line constant part (rough): {rho_boundary:.1f} microohm cm")
print(f"Narrow-line coefficient: {1e3 * alpha_line:.3f} 1e-3/K")
print(f"Narrow-line tangent zero: {T_room - 1 / alpha_line:.1f} K")
print("OK")
```

Running it gives:

```
Effective Debye temperature (rough): 320 K
Debye phonon energy: 27.6 meV
Tangent temperature: 300 K
Thermal energy there: 25.9 meV
Phonon resistivity there (rough): 1.70 microohm cm
Thermal factor g at the Debye energy: 0.9103
Resistivity deficit below classical line: 6.06 %
Slope excess above classical slope: 5.56 %
Classical coefficient 1/T: 3.333 1e-3/K
Bloch-Gruneisen coefficient: 3.746 1e-3/K
Product alpha*T: 1.1237
Slope of resistivity: 6.368 1e-3 microohm cm/K
Tangent zero, leading term: 37.93 K
Tangent zero, resummed: 33.02 K
Tangent zero, full model: 33.02 K
Model resistivity at that zero: 0.01038 microohm cm
Tangent zero for tangent at 20 K: 15.99 K
Tangent zero for tangent at 100 K: 48.73 K
Tangent zero for tangent at 200 K: 42.64 K
Tangent zero for tangent at 400 K: 26.25 K
Tangent zero for tangent at 600 K: 18.28 K
Tangent zero, static factor with zero-point: -39.3 K
Tangent zero, Planck occupation alone: 97.0 K
Hot operating temperature: 380 K
Resistivity ratio hot/room, classical: 1.2667
Resistivity ratio hot/room, tangent: 1.2997
Resistivity ratio hot/room, full model: 1.2966
Volume expansion coefficient (rough): 5.0 1e-5/K
Gruneisen parameter (rough): 2.0
Expansion term in coefficient: 0.212 1e-3/K
Coefficient with expansion: 3.958 1e-3/K
Tangent zero with expansion: 47.3 K
Alternative Debye temperature (rough): 340 K
Tangent zero with that Debye temperature: 36.7 K
Tangent zero with softer phonon weight y dy: 25.3 K
Fermi energy (rough): 7.0 eV
Degeneracy correction scale (kT/E_F)^2: 1.4e-05
Threshold constant resistivity: 0.210 microohm cm
Narrow-line constant part (rough): 1.0 microohm cm
Narrow-line coefficient: 2.358 1e-3/K
Narrow-line tangent zero: -124.0 K
OK
```
